# Nonlinear Thomas-Fermi screening of positive and negative point charges in silicon

## Problem

A point charge \(Ze\) sits at the origin in silicon. The valence electrons are modelled as a Thomas-Fermi gas of mean density \(n_0=32/a^3\) (four electrons from each of the eight atoms in a cubic cell of side \(a\)) on a rigid, uniform neutralising background. The gas rearranges inside a sphere of radius \(R\). Outside it the potential is that of a charge in a uniform dielectric, \(\phi=Z/(\varepsilon r)\). At \(r=R\) the electron density has returned to \(n_0\), and potential and field are continuous. The radius is not given; these conditions must determine it.

Atomic units are used in the derivation (\(\hbar=m=e=4\pi\varepsilon_0=1\)), and \(\phi\) is the electrostatic potential, so an electron has potential energy \(-\phi\). Let \(s=\pm1\) be the sign of \(Z\).

1. Derive the equation for the screened potential and its boundary conditions.
2. Find \(R\) in linear theory.
3. Show that the nonlinear equation has one radius for each charge, and decide how the radii for \(Z=+1\) and \(Z=-1\) lie relative to the linear one.
4. Find the splitting for small charges, and the radius for a large negative charge.
5. Evaluate the radii and the short-range potentials for \(a=0.5431\) nm and \(\varepsilon=11.7\), and estimate the size of some neglected effects.

The finite \(\varepsilon\) is an input. A Thomas-Fermi gas has no energy gap and, left to itself, would screen the charge completely; the boundary conditions at \(R\) stand in for the gap.

## Solution

### 1. The screening equation

With the number of electrons in the sphere fixed, the energy to be minimised is

\[
E[n]=\tfrac{3}{10}(3\pi^2)^{2/3}\!\int n^{5/3}d^3r-\int\frac{Z\,\delta n}{r}d^3r+\frac12\iint\frac{\delta n(\mathbf r)\,\delta n(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r\,d^3r',
\]

where \(\delta n=n-n_0\). The medium outside adds at most a constant potential inside, which has no effect at fixed electron number. Varying \(n\) with a multiplier \(\mu\) gives, wherever \(n>0\),

\[
\tfrac12(3\pi^2n)^{2/3}-\phi(r)=\mu .
\]

At \(r=R\) the first term is \(E_0=k_F^2/2\), with \(k_F=(3\pi^2n_0)^{1/3}\), so \(\mu=E_0-\phi(R)\). Define \(u(r)=\phi(r)-\phi(R)\). Then \(\tfrac12(3\pi^2n)^{2/3}=E_0+u\), and division by \(\tfrac12(3\pi^2n_0)^{2/3}=E_0\) gives

\[
n=n_0\left(1+\frac{u}{E_0}\right)^{3/2},\qquad n=0\ \text{ if }\ u<-E_0 .
\]

The second case matters near a negative charge, where the repulsion exceeds the Fermi energy and the gas is emptied.

The charge density away from the origin is \(-(n-n_0)\), so Poisson's equation is \(\nabla^2u=4\pi(n-n_0)\). Define \(\chi=r\,s\,u\). Since \(\nabla^2u=(ru)''/r\),

\[
\chi''=4\pi r\,s(n-n_0)=4\pi n_0\,r\,f_s\!\left(\frac{\chi}{rE_0}\right),\qquad
f_s(t)=s\left\{[\max(1+st,0)]^{3/2}-1\right\}.
\]

Near the origin \(\phi\simeq Z/r\), so \(\chi(0)=|Z|\). At the edge \(u(R)=0\), and continuity of the field gives \(u'(R)=-Z/(\varepsilon R^2)\). Hence

\[
\chi(0)=|Z|,\qquad \chi(R)=0,\qquad \chi'(R)=su(R)+Rsu'(R)=-\frac{|Z|}{\varepsilon R}.
\]

A second-order equation takes two conditions; the third fixes \(R\). Going inward from \(R\), \(\chi\) starts positive, and \(\chi''\ge0\) while it is positive, so it keeps rising. Thus \(\chi>0\) throughout the interior.

The screening charge follows from \((r\chi'-\chi)'=r\chi''\):

\[
Q\equiv\int_0^R4\pi r^2s(n-n_0)\,dr=\big[r\chi'-\chi\big]_0^R=|Z|\left(1-\frac1\varepsilon\right).
\]

The lower limit gives \(-|Z|\), because \(\chi''\) grows no faster than \(r^{-1/2}\) near the origin and \(\chi'\) stays finite. For silicon and a unit charge \(Q=0.9145\), the same for both signs. The radii can therefore differ only through the way this charge is distributed.

### 2. Linear theory

For \(|u|\ll E_0\), \(f_s(t)\simeq\tfrac32t\) for either sign, and

\[
\chi''=q^2\chi,\qquad q^2=\frac{6\pi n_0}{E_0}=6\pi\,\frac{k_F^3}{3\pi^2}\,\frac{2}{k_F^2}=\frac{4k_F}{\pi}.
\]

The solution with the right end values is \(\chi=|Z|\sinh[q(R-r)]/\sinh(qR)\). Its edge slope is \(-|Z|q/\sinh(qR)\), which must equal \(-|Z|/(\varepsilon R)\):

\[
G(qR)=\varepsilon,\qquad G(x)=\frac{\sinh x}{x}.
\]

\(G\) rises monotonically from 1, because \(x\cosh x>\sinh x\) for \(x>0\). There is one root \(x=qR_{\rm lin}\) for each \(\varepsilon>1\), and \(Z\) has cancelled. For large \(\varepsilon\), \(\sinh x\simeq e^x/2\) gives \(x\simeq\ln(2\varepsilon x)\): the radius depends only logarithmically on the dielectric constant.

### 3. Ordering and uniqueness

**Ordering.** The power \(3/2\) is a convex function, so it lies above its tangent. For \(s=+1\) and \(t>0\),

\[
f_+(t)=(1+t)^{3/2}-1>\tfrac32t .
\]

For \(s=-1\) and \(0<t\le1\), the tangent inequality \((1-t)^{3/2}>1-\tfrac32t\) gives \(f_-(t)<\tfrac32t\). For \(t>1\) the gas is empty, and \(f_-=1<\tfrac32t\) again. Since \(4\pi n_0r\cdot\tfrac32\chi/(rE_0)=q^2\chi\), the function

\[
g(r)=\chi''-q^2\chi
\]

is positive for a positive charge and negative for a negative one. Multiply it by \(\sinh(qr)/q\) and integrate by parts twice:

\[
\int_0^R\frac{\sinh qr}{q}\,g\,dr=\left[\frac{\sinh qr}{q}\chi'-\cosh(qr)\,\chi\right]_0^R=|Z|-\frac{|Z|}{\varepsilon}\,G(qR).
\]

Therefore

\[
1-\frac{G(qR)}{\varepsilon}=\frac1{|Z|}\int_0^R\frac{\sinh qr}{q}\,g\,dr .
\tag{1}
\]

The right side has the sign of \(Z\). So \(G(qR)<\varepsilon\) for the positive charge and \(G(qR)>\varepsilon\) for the negative one. Because \(G\) increases,

\[
R(+|Z|)<R_{\rm lin}<R(-|Z|).
\]

Physically, a given rise of potential adds more electrons than linear response predicts, while an equal fall removes fewer. The positive charge collects its screening charge closer in.

**Uniqueness.** Fix \(Z\) and, for any \(R\), solve with \(\chi(0)=|Z|\) and \(\chi(R)=0\) only. A solution exists, since the equation is the minimum condition of the convex functional \(\int_0^R[\tfrac12\chi'^2+P]\,dr\) with \(\partial P/\partial\chi=4\pi n_0rf_s\). It is positive inside: an interval of negative \(\chi\) between two zeros would have \(\chi''\le0\), which is impossible for a function vanishing at both ends, so \(\chi\ge0\); and an interior zero would then be a minimum with \(\chi=\chi'=0\), which forces \(\chi=0\) everywhere, against \(\chi(0)=|Z|\). Hence \(\chi''\ge0\) as before. The edge slope then defines a function \(\varepsilon(R)\).

Take \(R_1<R_2\), with solutions \(\chi_1,\chi_2\), and let \(D=\chi_2-\chi_1\) on \([0,R_1]\). It is zero at the origin and positive at \(R_1\). If \(D\) were negative on some interval between two zeros, then \(D''\le0\) there, because \(f_s\) does not decrease. A concave function that vanishes at both ends is not negative, a contradiction. So \(D\ge0\), and the larger sphere holds at least as much screening charge within \(R_1\), plus a positive amount between \(R_1\) and \(R_2\). Hence \(Q\) increases with \(R\), and so does \(\varepsilon=|Z|/(|Z|-Q)\).

The range is complete. As \(R\to0\), \(\chi\le|Z|\) bounds the density and \(Q\to0\), so \(\varepsilon\to1\). As \(R\to\infty\), the equation at large \(r\) has the form \(\chi''\ge\kappa^2\chi\) with some constant \(\kappa>0\), so \(\chi(R/2)\to0\). The slope is least steep at the edge, which gives \(|Z|/\varepsilon=-R\chi'(R)\le2\chi(R/2)\to0\). Finally, \(D\) is convex and so at most \(\chi_2(R_1)\le|Z|(1-R_1/R_2)\), which vanishes as \(R_2\to R_1\); \(\varepsilon(R)\) is continuous. Each \(\varepsilon>1\) is therefore reached at one radius.

### 4. Small and large charges

**Small charges.** The next term of the expansion is \(f_s(t)\simeq\tfrac32t+\tfrac38st^2\), so

\[
g\simeq4\pi n_0r\cdot\frac{3s}{8}\frac{\chi^2}{r^2E_0^2}=\frac{s\,q^2}{4E_0}\frac{\chi^2}{r}.
\]

The expansion fails for \(r\lesssim|Z|/E_0\). There \(g\sim|Z|^{3/2}r^{-1/2}\) or smaller, and the region adds only order \(|Z|^3\) to an integral whose leading part is of order \(Z^2\). Inserting the linear \(\chi\) in (1), with \(t=qr\), gives

\[
1-\frac{G(qR)}{\varepsilon}=\frac{Zq}{4E_0}I,\qquad
I=\int_0^x\frac{\sinh t\,\sinh^2(x-t)}{t\,\sinh^2x}\,dt .
\]

On the left, \(G'/G=\coth x-1/x\), so \(G(qR)\simeq\varepsilon[1+q(\coth x-1/x)\,\delta R]\). The factor \(q\) cancels:

\[
\frac{dR}{dZ}\bigg|_{Z=0}=-\frac{I}{4E_0(\coth x-1/x)} .
\tag{2}
\]

The splitting is of first order in the charge. Linear theory misses it because its radius is the limit \(Z\to0\).

**Large negative charge.** No more than \(n_0\) can be removed, so \(Q\le\tfrac43\pi R^3n_0\), and for any negative charge

\[
R\ge\left[\frac{3|Z|(1-1/\varepsilon)}{4\pi n_0}\right]^{1/3}.
\]

The bound becomes the value as \(|Z|\to\infty\). By convexity \(\chi\ge|Z|(R-r)/(\varepsilon R)\), so the gas is certainly empty (\(\chi\ge rE_0\)) for \(r\le r_*\), where \(1/r_*=1/R+\varepsilon E_0/|Z|\). The charge removed from that region is less than \(|Z|\), so \(r_*\) grows no faster than \(|Z|^{1/3}\). Then \(\varepsilon E_0/|Z|\) is negligible beside \(1/r_*\), and \(r_*/R\to1\): the whole sphere is empty apart from a relatively thin shell.

### 5. Silicon

**Linear radius.** The lattice constant gives \(n_0=199.8\) nm\(^{-3}\), \(k_F=18.085\) nm\(^{-1}\), \(E_0=12.46\) eV and \(1/q=0.0479\) nm. The root of \(G(x)=11.7\) is \(x=4.700\), so

\[
R_{\rm lin}=4.700\times0.04794\ \text{nm}=0.2253\ \text{nm}=4.258\ \text{bohr}.
\]

**Nonlinear radii.** The substitution \(r=\sigma^2\) removes the singularity at the origin:

\[
\frac{d\chi}{d\sigma}=2\sigma\chi',\qquad
\frac{d\chi'}{d\sigma}=8\pi n_0s\left\{\left[\max\left(\sigma^2+\frac{s\chi}{E_0},0\right)\right]^{3/2}-\sigma^3\right\}.
\]

One integrates inward from a trial \(R\), starting with the two edge conditions, and adjusts \(R\) until \(\chi(0)=1\). The result is

\[
R(+e)=0.2137\ \text{nm}=4.038\ \text{bohr},\qquad R(-e)=0.2441\ \text{nm}=4.613\ \text{bohr}.
\]

The difference is 0.0304 nm, or 13.5 % of \(R_{\rm lin}\). A separate finite-difference solution with 1500 cells gives 0.213683 and 0.244119 nm; doubling the mesh from 750 cells moved either value by less than \(10^{-6}\) nm. At the two radii \(G(qR)\) is 9.675 and 15.980, on opposite sides of 11.7 as (1) requires.

**Comparison with the small-charge law.** Here \(I=0.5463\) and \(\coth x-1/x=0.7874\). One bohr is 0.05292 nm, so \(k_F=0.9570\) and \(E_0=0.4579\) in atomic units. Equation (2) gives

\[
\frac{dR}{dZ}=-\frac{0.5463}{4\times0.4579\times0.7874}=-0.379\ \text{bohr}=-0.0200\ \text{nm}
\]

per unit charge. Full solutions at \(Z=\pm0.002\) give the same slope, \(-0.02004\) nm. Extrapolated to \(\pm e\), the splitting would be 0.0401 nm; the full value is 24 % below this. A unit charge is thus beyond the first-order regime, though the sign and rough size survive.

**Profiles.** Around \(-e\) the gas is empty out to 0.0515 nm, about one screening length. This sphere supplies \(199.8\times\tfrac43\pi(0.0515)^3\simeq0.11\) of the 0.91 missing electrons, so most of the screening comes from partial depletion farther out. At 0.10 nm the density is \(1.18\,n_0\) around \(+e\) and \(0.72\,n_0\) around \(-e\). The local screening factor \(Z/(r\phi)\) there is 7.0 for \(+e\), 6.2 in linear theory and 4.9 for \(-e\).

**Core potential.** The part of the potential missing from the dielectric form is \(v=\phi-Z/(\varepsilon r)\), which vanishes with its slope at \(R\). Let \(w=rv\), so \(w''=4\pi r(n-n_0)\). Two integrations by parts, whose boundary terms vanish, give

\[
C=\int v\,d^3r=4\pi\int_0^Rrw\,dr=4\pi\int_0^R\frac{r^3}{6}w''\,dr=\frac{2\pi}{3}\int(n-n_0)\,r^2\,d^3r .
\]

As an energy for a unit carrier, \(|C|\) is 0.0198 eV nm\(^3\) for \(+e\), 0.0249 in linear theory and 0.0356 for \(-e\). The value for \(-e\) is 1.8 times that for \(+e\). Since both signs hold the same amount of screening charge, this is the ratio of its mean square radii. The squared ratio of the two \(R\) is only 1.3; the rest arises because the screening charge around \(-e\) also lies farther out relative to its own \(R\).

In the simplest effective-mass estimate \(-|C||F(0)|^2\) is the first-order shift of a bound carrier whose envelope \(F\) varies little over \(R\): an electron at \(+e\), a hole at \(-e\). This also treats the Bloch density of the band edge as uniform over the core, which it is not, since \(R\) is smaller than a unit cell. Weighting \(v\) with local empirical-pseudopotential Bloch functions changes the coefficient by roughly 15 %, down for the electron and up for the hole. For coupling between conduction valleys \(C\) is not enough. That matrix element contains \(\int v\,e^{i\mathbf K\cdot\mathbf r}d^3r\), with \(K\) of order \(2\pi/a\simeq11.6\) nm\(^{-1}\), so \(KR\) is about 2.5 and the phase is not constant over the core. Because \(v\) is concentrated well inside \(R\), the integral falls only moderately below \(|C|\) in magnitude at this \(K\), and further at larger \(K\).

### What the model leaves out

**Exchange** is the largest correction sized here. It changes the local chemical potential to \(k^2/2-k/\pi\), with \(n=k^3/(3\pi^2)\). Then \(q^2=4\pi\,dn/d\mu\) is multiplied by \(k_F/(k_F-1/\pi)=1.50\), and \(R_{\rm lin}\) falls by 18 % to 0.184 nm. At low density the pressure \(k^5/(15\pi^2)-k^4/(12\pi^3)\) turns negative, so the gas empties abruptly at \(k=5/(4\pi)\). With this law the nonlinear radii are 0.176 nm for \(+e\) and 0.206 nm for \(-e\). Both shrink, but the splitting, 0.031 nm, hardly changes. This near equality is a numerical finding for unit charges in silicon; no general rule is derived here.

**Nonlocal response** can act in either direction. At wavenumber \(q\) the Lindhard response of a free gas is 0.88 of the Thomas-Fermi value. Applied to \(q^2\) as a whole, this would lengthen \(R_{\rm lin}\) by about 7 %. That is a rough size and does not settle the sign: the weaker response at short wavelengths reduces the screening close to the charge, but the leading gradient correction also makes the outer tail of the potential decay faster than \(e^{-qr}\), which tends to shorten the radius. The local theory also needs \(|\nabla n|/(2kn)\ll1\), with \(k\) the local Fermi wavenumber. At 0.10 nm this ratio is 0.13 for \(+e\) and 0.34 for \(-e\). It diverges at the positive charge and at the edge of the empty sphere, so the detailed profiles there are not reliable. Tunnelling blurs that edge considerably. The bare WKB factor for reaching the negative charge from it, \(e^{-4.335}\simeq0.013\), lacks a large prefactor and understates the filling. Free-electron waves scattered by the same potential (not self-consistent, and taken flat beyond \(R\)) give about \(0.07\,n_0\) at the charge, \(0.3\,n_0\) at the edge and \(0.24\,n_0\) on average inside, so the empty sphere is a feature of the local theory.

**Other inputs** matter less. Raising \(\varepsilon\) to 12.0 lengthens both radii by less than 0.002 nm. Free carriers at \(10^{17}\) cm\(^{-3}\) and 300 K have a Debye length of 13 nm, more than fifty times \(R\), and hardly affect the core.

**Relation to real dopants.** The lattice constant and \(\varepsilon\) are rough room-temperature values for silicon. An ionised phosphorus donor and an ionised aluminium acceptor carry \(+e\) and \(-e\) relative to the lattice, and their closed inner shells hold as many electrons as silicon's, which makes the point charge a reasonable first picture. Boron lacks one of these shells and fits it less well. The assumption that real silicon breaks most plainly is the uniform gas: the bond length, 0.235 nm, lies between the two radii, so the screening takes place within the first bonds, where the density is far from uniform. That effect, correlation, the real ion cores and lattice relaxation are not sized here. With exchange alone moving the radii by 15 to 18 %, the second digit of each radius is already uncertain. The ordering is proved for the Thomas-Fermi model, and at \(\pm e\) it also holds in the solutions with exchange; these numbers do not predict dopant levels.

The full set of computed values is in the numerical output below.

## Numbers as computed

```
lattice constant (input)             0.5431 nm
dielectric constant (input)          11.7
valence density n0                   199.76 nm^-3
Fermi wavenumber kF                  18.085 nm^-1
Fermi energy E0                      12.461 eV
screening wavenumber q               20.860 nm^-1
screening length 1/q                 0.04794 nm
x = q R_linear                       4.70048
eps from numerical linear charge     11.69996
R_linear, both signs                 0.22534 nm = 4.2583 bohr
R(+e) nonlinear                      0.21368 nm = 4.0380 bohr
R(-e) nonlinear                      0.24412 nm = 4.6132 bohr
R(-e) - R(+e)                        0.03044 nm
splitting / R_linear                 13.51 %
finite-difference R(+e), 1500 cells  0.213683 nm
  shift from 750 to 1500 cells       -5.1e-07 nm
  sinh(qR)/(qR) at R(+e)             9.675
finite-difference R(-e), 1500 cells  0.244119 nm
  shift from 750 to 1500 cells       -6.3e-07 nm
  sinh(qR)/(qR) at R(-e)             15.980
screening charge inside R            0.9145 e
small-charge integral I              0.54626
dR/dZ at Z=0, formula                -0.02004 nm per e
dR/dZ from solutions at Z=+-0.002    -0.02004 nm per e
first-order splitting for +-e        0.04008 nm
local eps at 0.05 nm: +e, linear, -e 3.137, 2.694, 2.102
local eps at 0.10 nm: +e, linear, -e 7.027, 6.193, 4.935
local eps at 0.15 nm: +e, linear, -e 10.676, 10.124, 9.008
n/n0 at 0.10 nm: +e, -e              1.182, 0.724
radius of depleted sphere, -e        0.05148 nm
core integral magnitude, +e          0.01982 eV nm^3
core integral magnitude, linear      0.02494 eV nm^3
core integral magnitude, -e          0.03559 eV nm^3
with exchange: R_linear              0.18409 nm
with exchange: R(+e), R(-e)          0.17575, 0.20639 nm
with exchange: R(-e) - R(+e)         0.03063 nm
with eps = 12.0: R(+e), R(-e)        0.21524, 0.24563 nm
Lindhard / Thomas-Fermi response at q 0.8805
|grad n|/(2 k n) at 0.10 nm: +e, -e  0.130, 0.340
WKB density exponent, depleted sphere 4.335
WKB density factor exp(-exponent)    0.0131
nearest-neighbour distance           0.2352 nm
valence electrons in linear sphere   9.57
Debye length, 1e+17 cm^-3, 300 K    12.93 nm
```
